# Heavy tails of the local energy in auxiliary-field Monte Carlo, part 2

In auxiliary-field Monte Carlo the local energy \(E_L\) spikes where the overlap \(O\) of walker and trial vanishes. Can its error bar be trusted, and can it be capped? At distance \(s\) from a node set by \(d\) real conditions, a spike \(\propto s^{-k}\) and sampling weight \(\propto s^p\) give \(P(|\varepsilon|>x)\propto x^{-\nu}\), \(\nu=(p+d)/k\) (section 3).

The model has two sites, one electron per spin, hopping \(t\) and on-site repulsion \(U\). Energies are in \(t\), imaginary time in \(1/t\). Both spins occupy \(|\xi\rangle=\tfrac1{\sqrt2}(e^{i\xi},e^{-i\xi})\); the pair state \(|\xi\xi\rangle\) has period \(\pi\). A step \(\Delta\tau\) shifts \(\xi\) by \(\eta\sigma\), with \(\eta\) standard normal and \(\sigma=\sqrt{U\Delta\tau/2}\), and hopping gives the weight factor \(w=1+2t\cos2\xi\,\Delta\tau\) to first order. With \(D=U/4\), the stationary free-walker density \(\rho\) obeys \(L\rho=\lambda\rho\), \(\lambda=-E_0\), where \(E_0\) is the ground-state energy (section 4):
\[
L\rho=D\rho''+t\sin2\xi\,\rho'+4t\cos2\xi\,\rho,
\]
\[
L^\dagger g=Dg''-t\sin2\xi\,g'+2t\cos2\xi\,g,
\]
\[
L^\dagger g_0=\lambda g_0,\qquad g_0=1+\frac{\lambda}{2t}\cos2\xi>0,
\]
\[
L^\dagger\langle\Psi|\xi\xi\rangle=-\langle\Psi|H|\xi\xi\rangle .
\]
A point with \(\rho=\rho'=0\) would force \(\rho\equiv0\). In \(\rho=\pi^{-1}\sum_{n\ge0}a_n\cos2n\xi\), \(a_0=1\), the cosine recursion is \(\lambda a_0=ta_1\), \((\lambda+U)a_1=4ta_0\), and \((\lambda+4m^2D)a_m=t(m+1)a_{m-1}-t(m-1)a_{m+1}\) for \(m\ge2\).

The trial puts the spins in \(|\pm\beta\rangle\), \(0\le\beta<\pi/4\), \(b=\cos2\beta\). The spin overlaps are \(\cos(\xi\mp\beta)\); each spin's mixed Green's function \(G^\sigma\) has a simple pole where its overlap vanishes. Then
\[
O=\tfrac12(\cos2\xi+b),\qquad E_L=E_\infty-\frac{R}{2O},
\]
\[
E_\infty=U-2tb,\qquad R=2t(1-b^2)+bU .
\]
The spike is \(\varepsilon=E_\infty-E_L=R/(2O)\). The nodes are \(\pm\xi_n\), \(\xi_n=\pi/2-\beta\); with \(s=\xi_n-\xi\), \(O=\sin s\,\sin(s+2\beta)\). For \(\beta>0\), \(\varepsilon\simeq A/s\) with \(A=R/(2\sin2\beta)\), and a normalized weight \(\kappa s^p\) on the positive side of each node gives
\[
P(\varepsilon>x)\simeq\frac{2\kappa}{p+1}\Big(\frac Ax\Big)^{p+1},\qquad f(x)=-\frac{dP}{dx}\simeq2\kappa A^{p+1}x^{-p-2}.
\]

Case A samples \(\rho\): \(p=0\), \(\kappa_A=\rho(\xi_n)\); the estimator \(\int\rho\,OE_L/\int\rho\,O\) is exact and \(OE_L\) bounded. Case B samples \(|O|\rho/Z_B\), \(Z_B=\int|O|\rho\), and averages \(\mathrm{sign}(O)E_L\): \(p=1\), \(\kappa_B=\rho(\xi_n)\sin2\beta/Z_B\), and the variance diverges logarithmically.

**Case C, constrained path as \(\Delta\tau\to0\).** Walkers that reach \(O=0\) are removed, so \(L\rho_{CP}=\lambda_{CP}\rho_{CP}\) on \((-\xi_n,\xi_n)\) with \(\rho_{CP}(\pm\xi_n)=0\). The slope \(\gamma=-\rho_{CP}'(\xi_n)\) cannot vanish, by the argument of section 4, so \(\rho_{CP}\simeq\gamma s\). With \(\int\rho_{CP}=1\) and \(Z_C=\int O\rho_{CP}\), the weight \(O\rho_{CP}/Z_C\) has \(p=2\), \(\kappa_C=\gamma\sin2\beta/Z_C\), and \(f\propto x^{-4}\) on one side only. The variance is finite, the part of the second moment between \(X_1\) and \(X_2\) being \(2\kappa_CA^3(X_1^{-1}-X_2^{-1})\). The third moment gains \(2\kappa_CA^3\ln10\) per decade, and the fourth, which controls the noise of the estimated variance, diverges. For any \(g\),
\[
\int g\,L\rho_{CP}=\int\rho_{CP}L^\dagger g+\big[Dg\rho_{CP}'-Dg'\rho_{CP}+t\sin2\xi\,g\rho_{CP}\big]_{-\xi_n}^{\xi_n}.
\]
With \(g=O\) every boundary term vanishes, and \(\langle E_L\rangle=-\lambda_{CP}\equiv E_{CP}\). With \(g=g_0\) the first term survives and equals \(-2D\gamma g_0(\xi_n)\):
\[
E_{CP}-E_0=\frac{2D\,\gamma\,g_0(\xi_n)}{\int g_0\rho_{CP}\,d\xi}>0 .
\]
The lighter tail is bought with a bias equal to the flux \(2D\gamma\) into the nodes times \(g_0(\xi_n)/\int g_0\rho_{CP}\,d\xi\). By the last identity of section 4, \(\langle\Psi_0|\xi\xi\rangle\) for the exact ground state is an eigenfunction of \(L^\dagger\) with the simple eigenvalue \(\lambda\), hence proportional to \(g_0\): the removed walkers still overlap the ground state. The positive sign of the bias rests on \(g_0>0\) at the node, a property of this model; where the exact overlap takes both signs on the trial node, the sign is not fixed and the constrained-path mixed energy is not an upper bound.

## 7. Fifth contribution: coincident zeros

**Case D, \(\beta=0\).** Both spin overlaps equal \(\cos\xi\) and vanish together at \(\xi=\pi/2\). Each \(G^\sigma\) still has a simple pole, \(O=\sin^2s\ge0\), \(R=U\), and \(\varepsilon=U/(2\sin^2s)\simeq U/(2s^2)\), so \(k=2\). There is no sign problem. Walkers drawn from the exact weight \(O\rho/Z_D\), \(Z_D=\int O\rho\), have \(p=2\) and \(\kappa_D=\rho(\pi/2)/Z_D\) on both sides of the single node:
\[
P(\varepsilon>x)\simeq\frac{2\kappa_D}{3}\Big(\frac U{2x}\Big)^{3/2},\qquad f\simeq\kappa_D\Big(\frac U2\Big)^{3/2}x^{-5/2}.
\]
The mean is \(E_0\), as in case A. The second moment between \(X_1\) and \(X_2\) is \(2\kappa_D(U/2)^{3/2}(\sqrt{X_2}-\sqrt{X_1})\), so the variance is infinite. A scaling estimate for \(N_s\) independent samples: the largest spike met satisfies \(N_sP\sim1\), so \(X\sim N_s^{2/3}\); the variance accumulated up to it grows as \(N_s^{1/3}\), and the error of the mean falls as \((N_s^{1/3}/N_s)^{1/2}=N_s^{-1/3}\).

The exponent \(3/2\) needs the two spin overlaps to vanish on the same node with \(d=1\), as they do here because both spins carry the same orbital and the same trial; independent spin nodes that merely cross give \(x^{-2}\ln x\) under the weight \(|O|\) (section 3). Two further conditions bound this result. The infinite variance of B and D refers to walkers drawn from those weights; reweighting free walkers by \(O\) averages the bounded product \(OE_L\). And a scheme that forbids crossing \(\pi/2\) samples \(O\rho_{CP}\propto s^3\), with \(\nu=(3+1)/2=2\) and a bias given by the flux formula of case C with the node at \(\pi/2\), nonzero since \(g_0(\pi/2)=1-\lambda/2t>0\). For small nonzero \(\beta\) the exact form of \(O\) shows the \(k=2\) behaviour for \(2\beta\ll s\ll1\) and the \(k=1\) behaviour for \(s\ll2\beta\).

## 8. Sixth contribution: the time step

Let the constraint act as follows: hop, shift by \(\eta\sigma\), remove the walker if it lands beyond a node. Within a few \(\sigma\) of the node, the drift and \(w-1\) are of order \(\Delta\tau\propto\sigma^2\) and can be dropped at leading order. The stationary density then obeys \(\rho(s)=\int_0^\infty\rho(s')\,\mathcal G_\sigma(s-s')\,ds'\), with \(\mathcal G_\sigma\) the normalized Gaussian, and joins \(\gamma s\) for \(s\gg\sigma\). The only length is \(\sigma\), so \(\rho=\gamma\sigma\,h(s/\sigma)\), and \(h(0)>0\) because it is the integral of a positive function. The density at the node is nonzero and proportional to \(\sqrt{\Delta\tau}\). For \(s\ll\sigma\), that is \(x\gg A/\sigma\), the weight \(O\rho\) has \(p=1\) and the density turns from \(x^{-4}\) to \(x^{-3}\). At any finite step of this scheme the variance is logarithmically divergent, with a coefficient that becomes proportional to \(\sigma\) as \(\sigma\to0\).

The scale \(A/\sigma\) has a second meaning. A step of size \(\sigma\) changes \(O\) by a relative amount of order \(\sigma/s\), so expanding the overlap ratio of a single step in \(\sigma/s\) requires \(s\gg\sigma\), or \(\varepsilon\ll A/\sigma\propto\Delta\tau^{-1/2}\). If no walker is removed, the terms linear in \(\eta\) cancel in the average over the field, and the averaged ratio is \(1-\Delta\tau E_L\) to first order in \(\Delta\tau\) even closer to the node. With removal they do not cancel: without the drift, the average is that of \(\max(1+\eta\sigma/s,0)\), which grows as \(\sigma/(s\sqrt{2\pi})\) for \(s\ll\sigma\) instead of staying near 1.

## 9. Numbers for \(U=4t\), \(\beta=\pi/8\) and \(\beta=0\)

These are round model parameters. Here \(D=1\,t\), \(b=\sin2\beta=0.707107\), \(\xi_n=1.178097\) rad, and \(E_0=2-\sqrt8=-0.828427\,t\). For \(\beta=\pi/8\): \(E_\infty=4-1.414214=2.585786\,t\); \(R=1+2.828427=3.828427\,t\), of which hopping supplies \(1\,t\) and the interaction the rest; \(A=3.828427/1.414214=2.707107\,t\,\)rad. For \(\beta=0\): \(E_\infty=2\,t\), \(R=4\,t\).

Diagonalizing the truncated cosine recursion gives \(a_0,\dots,a_4=1,\ 0.82843,\ 0.14674,\ 0.01587,\ 0.00122\). At \(\xi_n\) the cosines are \(1,-0.70711,0,0.70711,-1\), and these five terms give \(0.42421/\pi=0.13503\); the full series gives \(\rho(\xi_n)=0.135048\) and \(\rho(\pi/2)=0.096637\) rad\(^{-1}\). Orthogonality gives \(\int\rho\cos2\xi=a_1/2=0.414214\), so \(Z_D=(1+0.414214)/2=0.707107\), and \(\int O\rho=(0.414214+0.707107)/2=0.560660\) for \(\beta=\pi/8\). Gauss–Legendre quadrature split at the node gives \(Z_B=0.576435\), an average sign \(0.560660/0.576435=0.9726\). Chebyshev collocation of the Dirichlet problem gives \(E_{CP}=-0.253498\,t\), \(\gamma=0.514522\) rad\(^{-2}\), \(Z_C=0.674189\), and quadrature gives a variance of \(2.1148\,t^2\). Then
\[
\kappa_A=0.135048,\qquad \kappa_B=\frac{0.135048\times0.707107}{0.576435}=0.165662,
\]
\[
\kappa_C=\frac{0.514522\times0.707107}{0.674189}=0.539644,\qquad \kappa_D=\frac{0.096637}{0.707107}=0.136665,
\]
in rad\(^{-(p+1)}\). Because \(\varepsilon O=R/2\), each mixed mean is \(E_\infty-R/(2\int O\rho)\): \(2-4/1.414214=-0.8284\,t\) in D, \(2.585786-3.828427/1.121320=-0.8284\,t\) in A and B, and \(2.585786-3.828427/1.348378=-0.2535\,t\) in C.

The constraint raises the energy by \(0.5749\,t\) although the average sign is 0.97. The flux formula accounts for it: \(g_0(\xi_n)=1-0.414214\times0.707107=0.707107\); \(\int\rho_{CP}\cos2\xi=2Z_C-b=0.641271\), so \(\int g_0\rho_{CP}=1+0.414214\times0.641271=1.265623\); and \(2\times0.514522\times0.707107/1.265623=0.5749\,t\). The two numbers measure different things. The average sign compares populations at one instant, and weighs the region beyond the node by a small \(|O|\). The bias is a rate: walkers are removed at \(2D\gamma=1.03\) of the population per unit of imaginary time, and each carries \(0.707107/1.265623=0.559\) of the mean \(g_0\).

The tails without asymptotics come from evaluating \(E_L\) with the \(4\times4\) Hamiltonian matrix, finding the root of \(\varepsilon(s)=x\), and integrating the weight from the node to it. The last column is \(1+\log_2[P(x)/P(2x)]\) at \(x=10^4\,t\).

| case | \(P(20t)\) | leading | \(P(100t)\) | leading | exponent |
|---|---|---|---|---|---|
| A | 3.637e-2 | 3.656e-2 | 7.275e-3 | 7.312e-3 | 2.0000 |
| B | 3.026e-3 | 3.035e-3 | 1.206e-4 | 1.214e-4 | 2.9999 |
| C | 7.333e-4 | 8.922e-4 | 6.788e-6 | 7.137e-6 | 3.9996 |
| D | 3.431e-3 | 2.881e-3 | 2.669e-4 | 2.577e-4 | 2.5003 |

At \(x=20\,t\), for instance, \(A/x=0.135355\), so the leading value is \(2\times0.135048\times0.135355=3.656\times10^{-2}\) in A and \(\tfrac23\times0.539644\times0.135355^3=8.92\times10^{-4}\) in C; in D it is \(\tfrac23\times0.136665\times0.1^{3/2}=2.881\times10^{-3}\). On the far side of the node in A, \(P(\varepsilon<-10^4t)=7.3123\times10^{-5}\) against the leading \(7.3118\times10^{-5}\). A direct walk of explicit orbitals (\(10^5\) walkers, \(\Delta\tau=0.02/t\), symmetric splitting, periodic resampling, reweighted by \(1\), \(|O|\) or \(O\)) gives \(E=-0.829\,t\) and \(P(20t)=0.0363,\ 0.0030,\ 0.00343\) for A, B, D.

The departures from the leading law follow from the next order. Let \(u=A/x\). For \(\beta=\pi/8\), \(O=s\sin2\beta\,(1+s\cot2\beta+\dots)\) with \(\cot2\beta=1\), so the root is \(s=u(1-u)\).

In C the equation at the node, where \(\rho_{CP}=0\), gives \(\rho_{CP}''=t\gamma\sin2\beta/D\), so \(\rho_{CP}=\gamma s(1+0.354s)\) and the weight is \(\kappa_Cs^2(1+1.354s)\). The ratio of exact to leading tail is \(1-3u+\tfrac34(1.354)u=1-1.98u\), or 0.946 at \(x=100\,t\), where the table gives 0.951.

In D, with \(v=U/2x\), \(\sin^2s=v\) gives \(s^3=v^{3/2}(1+v/2)\). The equation at \(\pi/2\) gives \(\rho''=(\lambda+4t)\rho/D=4.828\rho\), so the weight is \(\kappa_Ds^2[1+(2.414-\tfrac13)s^2]\). The ratio is \(1+\tfrac12v+\tfrac35(2.081)v=1+1.75v\), or 1.035 at \(100\,t\) against 1.036.

In A and B the shortfall relative to the leading law does not fall as \(1/x\) between \(20\,t\) and \(100\,t\): it is 0.5% at both in A, and 0.3% then 0.6% in B. Write \(\rho=\rho(\xi_n)(1+c\,s)\). The sines \(\sin2n\xi_n=0.7071,-1,0.7071,0\) give \(-\pi\rho'=1.1716-0.5870+0.0673=0.652\) and \(c=0.652/0.424=1.54\). The ratios are \(1-u+\tfrac12cu=1-0.23u\) and \(1-2u+\tfrac23(1+c)u=1-0.31u\). The first-order coefficients are small through cancellation and give \(-0.6\%\) and \(-0.8\%\) at \(100\,t\). At \(20\,t\) they give \(-3\%\) and \(-4\%\), so the closer agreement there means that higher orders offset them.

Moments collected from \(10^4t<\varepsilon<10^5t\), by quadrature in \(\ln s\), with the leading law in parentheses: first moment in A, 1.6835 (\(2\times0.135048\times2.707107\times\ln10=1.6836\)) \(t\); second in B, 5.5906 (5.5909) \(t^2\); second in C, 0.0019263 (0.0019271) \(t^2\); third in C, 49.29 (49.30) \(t^3\); second in D, 167.2 (\(2\times0.136665\times2.828427\times216.228=167.2\)) \(t^2\). The same decade holds about 0.1% of the variance in C and 167 \(t^2\) in D.

For the finite step, the leading eigenvector of the one-step kernel on a Gauss–Legendre grid, found by inverse iteration, gives for \(\Delta\tau=0.001/t\): \(\sigma=0.04472\) rad, \(A/\sigma=60.5\,t\), \(\rho(\text{node})=0.01542\) rad\(^{-1}\), density exponent 3.003 at \(10^4t\), and growth energy \(-0.2991\,t\). For \(\Delta\tau=0.00025/t\) it gives \(0.02236\) rad, \(121.1\,t\), \(0.00791\) rad\(^{-1}\), 3.006 and \(-0.2770\,t\). The node densities are in the ratio 1.949, where leading order predicts 2. The energies lie \(0.0456\,t\) and \(0.0235\,t\) below \(E_{CP}\), close to linear in \(\sigma\), as expected if the soft edge acts as a wall displaced by \(O(\sigma)\), which is assumed here. Linear extrapolation in \(\sqrt{\Delta\tau}\) gives \(-0.2550\,t\), which is \(0.0015\,t\) below \(E_{CP}\).

## 10. Weighing a cap

Replace \(\varepsilon\) by \(\min(\varepsilon,X)\) in the estimator, leaving the walker distribution unchanged. The energy rises by \(\int_X^\infty(x-X)f\,dx=\int_X^\infty P\,dx\), after one integration by parts. At leading order and \(X=100\,t\):

In C the bias is \(\kappa_CA^3/(3X^2)=0.539644\times19.839/(3\times10^4)\approx3.6\times10^{-4}\,t\), negligible beside the constraint bias of \(0.57\,t\).

In B, cap \(|\varepsilon|\). The product \(\mathrm{sign}(O)\,\varepsilon\) is positive on both sides, so the two losses \(\kappa_BA^2/X\) add: \(2\times0.165662\times7.3284/(100\times0.9726)\approx0.025\,t\).

In D the bias is \(\tfrac43\kappa_D(U/2)^{3/2}X^{-1/2}=\tfrac43\times0.136665\times2.828/10\approx0.05\,t\), about 6% of \(|E_0|\), and a cap a hundred times larger reduces it only tenfold.

With \(X\propto\Delta\tau^{-1/2}\) these biases scale as \(\Delta\tau\), \(\Delta\tau^{1/2}\) and \(\Delta\tau^{1/4}\). The finite-step tail does not change the first: with \(\kappa'=\rho(\text{node})\sin2\beta/Z\propto\sigma\), the loss \(\kappa'A^2/X\) at \(X\sim A/\sigma\) is again of order \(\sigma^2\). Without a cap that tail adds \(2\kappa'A^2\ln10\) to the second moment per decade. Taking \(Z\approx Z_C\) at \(\Delta\tau=0.001/t\), \(\kappa'\approx0.016\) rad\(^{-2}\) and the gain is roughly \(0.5\,t^2\) per decade, from events whose probability at the crossover is of order \(\sigma^3\approx9\times10^{-5}\). In this model, then, a cap at the scale \(A/\sigma\) makes the constrained-path variance finite at a cost that vanishes linearly in \(\Delta\tau\), about \(0.003\,t\) at \(\Delta\tau=0.001/t\). The time-step error of this scheme falls only as \(\sqrt{\Delta\tau}\) (section 9) and is the larger of the two. In the sign-free case D a cap gives a finite error bar around a mean that must still be extrapolated in \(X^{-1/2}\), and a remedy that needs no cap is to draw walkers from a weight that does not vanish at the node, such as \(\rho\) itself, so that the averaged quantity is the bounded \(OE_L\). The energy is then a ratio of two sample averages, with the usual bias of order \(1/N_s\). Sampling \(\rho\) itself is affordable here because \(O\) lies between 0 and 1 with mean 0.71; with many electrons the overlaps of free walkers spread over orders of magnitude, and the weight must follow \(O\) away from the node. All cases above have a real overlap, \(d=1\); a complex overlap with a phase constraint needs its own \(d\) and \(p\).

All numerical values are calculated from the stated model.
